Phonon-drag thermopower and its saturation with carrier density

Q: Phonons flowing down a temperature gradient push carriers along and so add to the thermopower. How can this push be calculated without solving for a nonuniform crystal?

A: By calculating the reverse effect. At uniform temperature an electric current drags phonons, which carry heat. If J_Q is their heat flux and j the current density, the Peltier coefficient is Π = J_Q/j. In zero magnetic field the Kelvin relation gives the drag part of the thermopower:

S = Π/T = J_Q/(jT).

The diffusion part, from heat carried by the carriers themselves, is added separately and is not treated here. I take carriers of charge e > 0; for electrons S changes sign.

Q: Then you need the phonon distribution.

A: Its total momentum suffices if one acoustic branch with ω = vq matters, v being the sound velocity. A phonon carries energy ħω at velocity v along q, so its contribution to the heat flux is

ħω v q̂ = v² ħq.

Summing over phonons gives J_Q = v²P, with P the crystal momentum per unit volume.

Let n be the carrier density and F the field, which supplies momentum at the rate neF. In a parabolic band of mass m, without umklapp scattering, this momentum goes to phonons or to other scatterers such as impurities. Let f be the share passed to phonons, net of what they return. Let phonons lose momentum to everything except carriers at a rate 1/τ, equal for all modes involved. In the steady state

P/τ = f neF.

With j = neμF, μ being the actual mobility,

S = v²P/(jT) = v² f neFτ/(neμFT) = f vΛ/(μT), Λ = vτ.

This is Herring's formula, with f = 1 when carriers lose momentum to phonons alone.

Q: The density has cancelled. Where can saturation come from?

A: From μ and f. Phonons that have been set moving return momentum to the carriers, and more carriers make this return more effective. Without other scattering, the mobility rises and S falls. To calculate this we need the rate at which carriers damp a phonon mode.

Q: What coupling do you assume?

A: An unscreened deformation potential D, acting on longitudinal phonons in a crystal of mass density ρ. For unit volume the squared matrix element is D²ħq/(2ρv), times N for absorption or N + 1 for emission, N being the mode's occupation. With f_k the occupation of a carrier state and a factor 2 for spin, the golden rule gives

dN/dt = −W·2∫d³k/(2π)³ [f_k(1 − f_{k+q})N − f_{k+q}(1 − f_k)(N + 1)] δ(E_{k+q} − E_k − ħω),

W = (2π/ħ)·D²ħq/(2ρv) = πD²q/(ρv).

The coefficient of N in the bracket is f_k − f_{k+q}. For equilibrium carriers the bracket vanishes at the Planck value N₀, so dN/dt = −γ(N − N₀), with

γ = W·2∫d³k/(2π)³ (f_k − f_{k+q}) δ(E_{k+q} − E_k − ħω).

For ħω small against k_BT, put f_k − f_{k+q} ≈ ħω(−∂f₀/∂E), f₀ being the Fermi function. Neglecting ħω in the delta function gives

ħ²kqc/m + ħ²q²/(2m) = 0,

where c is the cosine between k and q. This needs k > q/2, and the integral over c gives m/(ħ²kq). Since k dk = m dE/ħ²,

2∫d³k/(2π)³ (−∂f₀/∂E)δ = (1/2π²)∫k² dk · m/(ħ²kq) · (−∂f₀/∂E)
= m²/(2π²ħ⁴q) · f₀(E_q), E_q = ħ²q²/(8m).

Multiplication by Wħvq yields

γ(q) = D²m²q/(2πρħ³) · f₀(E_q).

Q: For very small q, ħω is not small compared with ħ²q²/2m. Doesn't that spoil the delta function?

A: The first-order error cancels. With ħω kept, the smallest energies of the two states are E_q + mv²/2 ∓ ħω/2. Their mean differs from E_q only by mv²/2, so the conditions are mv² ≪ k_BT and ħω small against k_BT.

Q: Now the carriers drift. Do they simply push the phonons?

A: They pull the phonons toward their own velocity. Suppose first that the carriers drift as a whole at velocity u, so that f_k = f₀(E_k − ħk·u). Absorbing a phonon changes the argument by ħω − ħq·u, so the bracket now vanishes at N = N₀(ω − q·u). To first order in u,

dN/dt = −γ[N − N₀(ω − q·u)] − (N − N₀)/τ = 0.

Since N₀(ω − q·u) − N₀ = q·u(−∂N₀/∂ω), the deviation is

δN = r q·u(−∂N₀/∂ω), r = γτ/(1 + γτ).

Here r is the fraction of the carrier velocity that the mode acquires. In the heat flux along u, the squared cosine averages to 1/3:

J_Q = (u/3)∫d³q/(2π)³ ħω²(−∂N₀/∂ω) r.

With x = ħω/(k_BT), differentiation of the Planck function gives

ħω²(−∂N₀/∂ω) = k_BT C(x), C = x²eˣ/(eˣ − 1)².

C is the heat capacity of a mode in units of k_B. Dividing J_Q by neuT,

S = (k_B/3ne)∫d³q/(2π)³ C(x) r(q).

Drag thermopower is thus one third of the heat capacity of the modes per unit carrier charge, each mode weighted by how fully it follows the carriers.

Q: Does that agree with the momentum argument?

A: Yes. A mode takes momentum from the carriers in proportion to γ(1 − r) = r/τ, exactly the loss rate to the rest of the crystal.

At low density r ≈ γτ. Take classical phonons, C = 1, and Maxwell carriers:

f₀ = (n/n_Q)exp(−E/k_BT), n_Q = 2(mk_BT/2πħ²)^(3/2).

Then f₀(E_q) = (n/n_Q)exp(−q²/q_T²), with q_T = √(8mk_BT)/ħ. Using ∫₀^∞ q³exp(−q²/q_T²)dq = q_T⁴/2,

S = (k_Bτ/3ne)(1/2π²)·D²m²n/(2πρħ³n_Q)·q_T⁴/2
= k_Bτ D²m²q_T⁴/(24π³eρħ³n_Q).

The density cancels because both γ and the current are proportional to n. Writing S = v²τ/(μ_dT) and inserting q_T and n_Q gives

μ_d = 3π^(3/2) eħ⁴ρv² / [8√2 D²m^(5/2)(k_BT)^(3/2)].

Q: Is μ_d the ordinary acoustic-phonon mobility?

A: Not quite, because a common drift is an assumption. For equilibrium phonons N ≈ N + 1 ≈ k_BT/(ħω), which makes the scattering independent of q and hence isotropic. Absorption and emission together, with mk/(2π²ħ²) states per energy and spin, give

1/τ_e = (2π/ħ)·2·D²k_BT/(2ρv²)·mk/(2π²ħ²) = D²mk_BTk/(πħ³ρv²).

The Boltzmann equation then gives μ_ac = (e/m)⟨Eτ_e⟩/⟨E⟩, with averages over the Maxwell distribution. As τ_e ∝ E^(−1/2), the average supplies Γ(2)/Γ(5/2) = 4/(3√π), and

μ_ac = 2√(2π) eħ⁴ρv² / [3D²m^(5/2)(k_BT)^(3/2)].

Hence μ_d = (9π/32)μ_ac. Common drift averages the scattering rate, while the Boltzmann solution averages the time; the former gives the lower mobility. The momentum balance did not assume common drift, so at low density S = vΛ/(μ_acT).

Q: Put numbers in.

A: Take round model parameters: m = 0.30 electron masses, D = 5.0 eV, ρ = 3000 kg/m³, v = 5000 m/s, Λ = 1.0 mm and T = 40 K. Then τ = 200 ns. The small quantities are mv²/(k_BT) = 0.012 and, at q = q_T, ħω/(k_BT) = 0.315. The mobility formula gives μ_ac = 7.638 m²/(V s), so

S = 5000 × 0.001/(7.638 × 40) V/K = 16.4 mV/K.

With μ_d = 6.749 m²/(V s), common drift gives 18.5 mV/K. Planck statistics in C(x) lower that to 18.2 mV/K. The terms dropped from γ are of the same order: keeping ħω exactly in the golden rule gives 18.3 mV/K, and raises the Fermi and Planck table below by 0.2 to 0.5%.

Q: At what density does this plateau end?

A: Stay with common drift, Maxwell carriers and classical phonons, and put y = q/q_T. Then

γτ = G y exp(−y²), G = D²m²q_Tτn/(2πρħ³n_Q).

Dividing S by its low-density value defines an effective path:

Λ_eff/Λ = ∫₀^∞ 2y³exp(−y²)/(1 + γτ) dy.

To first order in G this is 1 − aG, where

a = 2∫₀^∞ y⁴exp(−2y²)dy = 3√π/(16√2) = 0.235.

The onset density is therefore n_s = n/(aG). At n = 10²¹ m⁻³, G = 0.712, so

n_s = 10²¹/(0.235 × 0.712) m⁻³ = 6.0 × 10²¹ m⁻³ = 6.0 × 10¹⁵ cm⁻³.

Because 1/(1 + s) is convex in s and the weight 2y³exp(−y²) integrates to one,

Λ_eff/Λ ≥ 1/(1 + n/n_s).

For common drift the fall is therefore no faster than this simple law. With Fermi and Planck statistics restored, numerical integration of the drift formula puts the half-value density at 7.6 × 10²¹ m⁻³. The bound does not carry over to carriers that drift differently at different energies: the coupled solution below has fallen to 13698/16366 = 0.84 of its low-density value at 10²¹ m⁻³, where the simple law gives 0.86.

Q: May I use this reduced path together with the measured mobility?

A: No, that would count the return of momentum twice. Within the drift description, and without other scattering, one may write either vΛ_eff/(μ_dT), with the mobility for equilibrium phonons, or vΛ/(μT), with the actual mobility.

Q: "Saturation" suggests that S approaches a constant, yet you find a fall.

A: What tends to saturate is the phonon momentum per unit drift velocity, which is proportional to nS. A mode cannot be dragged faster than the carriers, so r cannot exceed 1. If the set of coupled modes were fixed, nS would become constant and S would fall as 1/n.

The set is not fixed. For Maxwell carriers and G ≫ 1, r is close to 1 up to a cutoff y_c at which γτ = 1:

y_c² = ln G + ln y_c.

Modes with y below about 1/G are left out, but their volume is negligible. With C = 1,

nS ≈ (k_B/3e) q_T³y_c³/(6π²).

So nS keeps growing logarithmically. This regime also needs n ≪ n_Q. Here n_Q = 2.0 × 10²³ m⁻³, where G would be about 143, so there is little room for it before degeneracy sets in.

Q: What happens in the degenerate case?

A: Then S can level off. Let the Fermi energy E_F be large against k_BT, and let all modes up to q = 2k_F be strongly coupled and classical, which requires ħv·2k_F ≪ k_BT. With k_F³ = 3π²n, the number of coupled modes per volume is

(2k_F)³/(6π²) = 8·3π²n/(6π²) = 4n.

The density cancels again:

S → (k_B/3ne)·4n = 4k_B/(3e) = 115 μV/K.

Neither D nor Λ appears. At still higher density ħv·2k_F exceeds k_BT and the leveling ends: once every thermally excited mode follows the carriers, S is the heat capacity of the branch per volume divided by 3ne, and falls as 1/n. For the numbers used here this last regime needs n near 10²⁸ m⁻³, where 2k_F ≈ 1.3 × 10¹⁰ m⁻¹ is of the size of a Brillouin zone and neither linear dispersion nor a parabolic band can be trusted.

Q: Does the example show this leveling?

A: Only as a shoulder. Numerical integration of the drift formula, with Fermi and Planck statistics, gives the following values; the last column is d ln S/d ln n.

n (m⁻³)   S (μV/K)   slope
10¹⁸      18218      0.00
10²⁰      17922      −0.02
10²¹      15717      −0.13
10²²      8093       −0.46
10²³      2123       −0.66
10²⁴      477        −0.59
10²⁵      170        −0.32

At none of these densities does the slope reach −1, the value for constant nS. At 10²⁵ m⁻³, S is still above 115 μV/K. One reason is that the coupled region ends beyond 2k_F. Write γτ = Γf₀(E_q); then r = 1/2 where f₀ = 1/Γ, that is, at

E_q = ζ + k_BT ln(Γ − 1),

with ζ the chemical potential. The excess over ζ becomes unimportant only when E_F is much larger than k_BT ln Γ. Planck statistics act the other way: at 10²⁵ m⁻³ ħv·2k_F is already 1.3 k_BT, so the classical condition has failed before the edge is sharp. The slope flattens only to about −0.26 near 3 × 10²⁵ m⁻³, and S passes through 115 μV/K to 90 μV/K at 10²⁶ m⁻³, so this example has no true floor. The model also omits screening, which weakens the coupling. Thomas–Fermi screening with a dielectric constant of 12 lowers S by about 0.6% at 10²¹, 2% at 10²², 5 to 6% at 10²³ and 10²⁴, and 3% at 10²⁵ m⁻³.

Q: All of that rests on common drift. What if carriers of different energy drift differently?

A: Then the carrier and phonon equations must be solved together. For Maxwell carriers and classical phonons, with the field along the x axis, let carriers of energy E have drift velocity w(E) and phonons s(q):

δf_k = ħk_x w(E)f₀/(k_BT), δN = q_x s(q)k_BT/(ħω²).

A mode q exchanges momentum with carriers of energy above E_q. Repeating the integral for γ with w(E) inside gives

s(q) = r(q)∫_{E_q}^∞ w(E)exp[−(E − E_q)/k_BT] dE/(k_BT).

For the carriers, isotropic scattering through an angle of cosine c′ has weight dc′/2 and removes a fraction 1 − c′ of the momentum. Since q² = 2k²(1 − c′), the combined weight is q³dq/(4k⁴), which integrates to one between 0 and 2k. For each q the exchange vanishes when w = s, so it is proportional to w − s:

eF/m = (1/τ_e)[w(E) − ∫₀^{2k} s(q)q³dq/(4k⁴)] + w(E)/τ_i.

Here 1/τ_i is an impurity scattering rate, taken independent of energy. The mean velocity is ⟨Ew⟩/⟨E⟩, and the heat flux is (k_BT/3)∫d³q/(2π)³ s(q). I solved these equations as a linear system on 600 energies, first without impurities. The last column assumes common drift with the same statistics.

n (m⁻³)   μ (m²/(V s))   S (μV/K)   drift S
10¹⁸      7.64           16363      18519
10²⁰      7.79           16045      18219
10²¹      9.13           13698      15982
10²²      19.99          6253       8216

At 10²² m⁻³ the momentum formula gives 0.001 × 5000/(19.99 × 40) V/K = 6253 μV/K, in agreement with the heat flux. The actual mobility has risen 2.6 times above μ_ac, and S has fallen by the same factor. Common drift overestimates S by 13% of the coupled result at the lowest density and by 31% at the highest.

Q: And impurities? I would expect them to reduce the drag.

A: They reduce f, but they also reduce μ. Impurities take the share mμ/(eτ_i) of the field's momentum, so f = 1 − mμ/(eτ_i). Choose eτ_i/m = μ_ac and n = 10²¹ m⁻³. The solution gives μ = 4.00 m²/(V s), hence

f = 1 − 4.00/7.638 = 0.476,

S = 0.476 × 5000 × 0.001/(4.00 × 40) V/K ≈ 14.9 mV/K.

This is higher than the 13.7 mV/K without impurities. When the energy-independent rate 1/τ_i dominates, the carrier equation gives w = eFτ_i/m at every energy, which is common drift. Impurities of this kind therefore move S toward the drift value, 16.0 mV/K. Ionized impurities, whose rate falls roughly as E^(−3/2), favour fast carriers and can carry S past it: with dielectric constant 12 and as many screened ions as carriers, μ is about 2.0 m²/(V s) and S about 18 mV/K at this density. In a doped crystal such scatterers cannot be avoided. A hydrogenic donor of 28 meV is also largely frozen out at 40 K, so a free density n_s would need about 10²⁴ donors per m³. The impurity-free table is therefore a model limit. Using the total mobility with f = 1 would instead give 31 mV/K, about twice the correct result of the model.

Q: When would you distrust the formula altogether?

A: When no single τ describes the coupled phonons. If τ depends on q, the low-density result for common drift contains its average with weight 2y³exp(−y²), not the path inferred from all heat-carrying phonons. Phonon collisions that conserve total momentum can also pass it to modes the carriers do not reach. If those modes lose momentum faster, S can fall well below the formula's value. If every mode loses momentum at the same rate 1/τ, the balance P/τ = f neF is untouched and the momentum formula still holds with the actual mobility, but r(q), and with it the sum over modes, changes. Several branches or a direction-dependent sound velocity require separate sums, because J_Q = v²P relied on one sound velocity.
